# Einstein ratio for a Gaussian density of states at a contact

Electrons in an amorphous organic film occupy localized molecular sites whose energies are scattered by disorder. The problem is to relate their diffusion coefficient \(D\) to their mobility \(\mu\), and to follow \(D/\mu\) from an electron-injecting contact into the film.

The model has \(N\) sites per unit volume. Their energies have a Gaussian distribution with centre \(E_0\) and standard deviation \(\sigma\), and each site holds at most one electron. The electron charge is \(-q\), with \(q>0\), and \(E_F\) is the Fermi level. Electrons interact only through the average electrostatic potential. Use

\[
u=\frac{E-E_0}{kT},\qquad \xi=\frac{E_F-E_0}{kT},\qquad s=\frac{\sigma}{kT},\qquad p=\frac nN ,
\]

\[
G(u)=\frac{e^{-u^2/2s^2}}{\sqrt{2\pi}\,s},\qquad f(y)=\frac1{1+e^{-y}} .
\]

A site at \(u\) is filled with probability \(f(\xi-u)\), written \(f\) where no confusion arises. The two spin states of a filled site lower its effective energy by \(kT\ln2\), which is absorbed in \(E_0\). Integrals without limits run over the whole real line.

## (a) What does equilibrium demand of \(D/\mu\)?

*Consider a film in equilibrium with a built-in field. Express \(D/\mu\) through \(n\) and its dependence on \(E_F\).*

**Solution.** Assume that the density varies slowly enough for \(D\) and \(\mu\) to be functions of the local density, and that the response is linear. The electric current density of electrons is

\[
J=q\mu nF+qD\frac{dn}{dx}.
\]

With electrostatic potential \(\varphi\), the field is \(F=-d\varphi/dx\). The site energies shift as \(E_0=\text{const}-q\varphi\), so \(dE_0/dx=qF\).

In equilibrium \(E_F\) is constant in space. The density depends on position through \(E_F-E_0(x)\), hence

\[
\frac{dn}{dx}=-\frac{dn}{dE_F}\frac{dE_0}{dx}=-qF\,\frac{dn}{dE_F}.
\]

Setting \(J=0\) gives \(\mu nF=qDF\,dn/dE_F\), and therefore

\[
\frac D\mu=\frac{n}{q\,dn/dE_F}=\frac{kT}{q}\,\eta,\qquad
\eta=\frac{p}{dp/d\xi}.
\]

The second form uses \(dE_F=kT\,d\xi\) at fixed \(E_0\). The hopping rates have cancelled: they set \(D\) and \(\mu\) separately, but not their ratio.

## (b) How does site filling enter?

*Write \(\eta\) in terms of the occupation probability, and find a lower bound on it at any filling.*

**Solution.** The filling is \(p=\int G(u)f(\xi-u)\,du\). Differentiating the Fermi function gives \(f'=f(1-f)\), so

\[
\frac{dp}{d\xi}=\int Gf(1-f)\,du .
\]

Let \(\langle A\rangle=p^{-1}\int A\,Gf\,du\) be an average over electrons, as opposed to sites. Then

\[
\frac1\eta=\frac{\int Gf(1-f)\,du}{\int Gf\,du}=1-\langle f\rangle,
\qquad
\eta-1=\frac{\langle f\rangle}{1-\langle f\rangle}>0 .
\]

Thus \(D/\mu\) exceeds the thermal voltage \(kT/q\) at every nonzero filling. Since \(f\le1\), we also have \(\int Gf(1-f)\,du\le\int G(1-f)\,du=1-p\), which gives

\[
\eta\ge\frac{p}{1-p}.
\]

The ratio therefore grows without bound as the sites fill up. Physically, a nearly full set of sites hardly changes its density when \(E_F\) moves, so a small density gradient represents a large driving force.

A hopping calculation tests this relation without assuming it. Take a chain with a repeating cell of 2000 sites, energies set at evenly spaced quantiles of the Gaussian with \(s=2\) and placed in random order, Miller–Abrahams rates and mean-field site exclusion. The mobility comes from a ring driven by a weak field, and \(D\) from a separate field-free chain carrying a current down a density gradient. At \(p=0.0677\) the measured \(\eta\) is 1.4342, against 1.4344 from the Gaussian integrals. At \(p=0.5000\) the values are 3.3019 and 3.3020. The closeness to the Gaussian integrals relies on the quantile placement; 2000 independently drawn energies would scatter \(\eta\) by about 0.02 to 0.03 from sample to sample.

## (c) Does the ratio rise steadily with filling?

*Relate \(\eta\) to the mean electron energy, and determine the sign of \(d\eta/dp\).*

**Solution.** Substitute \(v=\xi-u\), so that \(p=\int G(\xi-v)f(v)\,dv\). Now \(\xi\) appears only in the Gaussian, whose derivative is \(G'(u)=-(u/s^2)G(u)\). Differentiating and changing back to \(u\) gives

\[
\frac{dp}{d\xi}=\int G'(u)f(\xi-u)\,du=-\frac{p\langle u\rangle}{s^2},
\qquad
\frac1\eta=-\frac{\langle u\rangle}{s^2}.
\]

Since \(-\langle u\rangle=(E_0-\langle E\rangle)/kT\),

\[
\frac D\mu=\frac{kT}{q}\,\frac{\sigma^2}{(kT)^2}\,\frac{kT}{E_0-\langle E\rangle}
=\frac{\sigma^2}{q\,(E_0-\langle E\rangle)} .
\]

The ratio is fixed by how far the mean electron energy lies below the centre of the distribution.

For the sign, differentiate \(dp/d\xi=\int G'(u)f(\xi-u)\,du\) once more, this time acting on \(f\):

\[
\frac{d^2p}{d\xi^2}=\int G'f(1-f)\,du=p\,\langle ab\rangle,
\qquad a=1-f(\xi-u),\quad b=-\frac u{s^2}.
\]

Parts (b) and (c) give two forms of the first derivative, \(p^{-1}dp/d\xi=\langle a\rangle=\langle b\rangle\). Consequently

\[
\frac{d^2\ln p}{d\xi^2}
=\frac1p\frac{d^2p}{d\xi^2}-\left(\frac1p\frac{dp}{d\xi}\right)^2
=\langle ab\rangle-\langle a\rangle\langle b\rangle .
\]

With the normalized weight \(w=Gf/p\), this covariance equals

\[
\frac12\iint w(u)w(u')\,[a(u)-a(u')]\,[b(u)-b(u')]\,du\,du' ,
\]

as multiplying out the brackets shows. The function \(a=1/(1+e^{\xi-u})\) increases with \(u\), while \(b\) decreases. The two brackets have opposite signs whenever \(u\ne u'\), so the covariance is negative.

Because \(1/\eta=d\ln p/d\xi\),

\[
\frac{d\eta}{d\xi}=-\eta^2\frac{d^2\ln p}{d\xi^2}>0 .
\]

Also \(dp/d\xi>0\), so \(d\eta/dp>0\) at every filling and for every \(\sigma>0\). By the energy formula, \(\langle E\rangle\) rises with filling at fixed temperature: the low sites are increasingly occupied, and added electrons must use higher ones.

## (d) What happens at vanishing density?

*Find the limit of \(\eta\), the leading correction, and the density at which Fermi statistics begin to matter in practice.*

**Solution.** Put \(z=e^{\xi-u}\), so \(f=z/(1+z)\) and \(z-z^2\le f\le z\). Completing the square gives the moments

\[
\int G(u)e^{-ku}\,du=e^{k^2s^2/2}.
\]

The upper bound \(f^2\le z^2\) in the numerator and the lower bound on \(f\) in the denominator yield

\[
\langle f\rangle\le
\frac{e^{2\xi+2s^2}}{e^{\xi+s^2/2}-e^{2\xi+2s^2}}
=\frac r{1-r},\qquad r=e^{\xi+3s^2/2}<1 .
\]

As \(p\to0\), \(\xi\to-\infty\) and \(r\to0\). Hence \(\eta\to1\) and \(D/\mu\to kT/q\).

To leading order \(p\simeq e^{\xi+s^2/2}\) and \(\langle f\rangle\simeq e^{\xi+3s^2/2}\). Eliminating \(\xi\),

\[
\eta-1\simeq p\,e^{s^2}.
\]

The bounds \(z^2-2z^3\le f^2\le z^2\) limit the error made in \(\int Gf^2du\). Relative to the leading term, it is at most

\[
\frac{2e^{3\xi+9s^2/2}}{e^{2\xi+2s^2}}=2e^{\xi+5s^2/2}\simeq2p\,e^{2s^2}.
\]

The condition \(p\,e^{2s^2}\ll1\) is thus sufficient for the linear law, but for strong disorder it is stricter than necessary. The law fails when \(E_F\) approaches the peak of \(Gz^2\), which lies at \(u=-2s^2\). Setting \(\xi=-2s^2\) and \(u=-2s^2+t\) multiplies the leading term by \(\int G(t)f(t)^2dt<\int G(t)f(t)\,dt=\tfrac12\). For strong disorder, in practice \(s\gtrsim2\), the linear law is therefore more than a factor of two too high at \(p\simeq e^{-3s^2/2}\), which is still a very small filling.

A more useful density scale comes from the Boltzmann energy distribution. The product \(G(u)e^{-u}\) peaks at \(u=-s^2\), an energy \(\sigma^2/kT\) below the centre. When \(E_F\) reaches this energy, the sites there are half filled, and the Boltzmann density \(e^{\xi+s^2/2}\) is twice the true one, as the result below shows. Take this point as the crossover: set \(\xi=-s^2\) and \(u=-s^2+t\). Then

\[
G(-s^2+t)=e^{-s^2/2}e^tG(t),\qquad f(\xi-u)=f(-t),\qquad e^tf(-t)=f(t).
\]

Since \(f(t)-\tfrac12\) is odd and \(G(t)\) is even,

\[
p_\times=e^{-s^2/2}\int G(t)f(t)\,dt=\tfrac12e^{-s^2/2}.
\]

The derivative contains the additional factor \(1-f(-t)=f(t)\). Using \(f^2=f-f(1-f)\) and \(f(1-f)=\tfrac14\operatorname{sech}^2(t/2)\),

\[
\frac{dp}{d\xi}=e^{-s^2/2}\int Gf^2\,dt
=e^{-s^2/2}\left(\tfrac12-K\right),\quad
K=\int G(t)\,\frac{\operatorname{sech}^2(t/2)}4\,dt .
\]

Therefore \(\eta_\times=1/(1-2K)\).

## (e) Is the return to \(kT/q\) universal?

*Replace the Gaussian by an exponential tail, \(g(E)\propto e^{E/kT_0}\) for \(E<0\), with \(T_0>T\), and repeat the dilute limit.*

**Solution.** Write \(E=E_F+kTy\). Then

\[
n\propto e^{E_F/kT_0}\int_{-\infty}^{-E_F/kT}\frac{e^{yT/T_0}}{1+e^y}\,dy .
\]

As \(E_F\to-\infty\), the upper limit tends to infinity. The integral converges to a constant because \(0<T/T_0<1\). Thus \(n\propto e^{E_F/kT_0}\), and part (a) gives

\[
\frac D\mu\to\frac{kT_0}{q},\qquad \eta\to\frac{T_0}{T}.
\]

However few electrons there are, they sit around \(E_F\), where occupations are not small. A Gaussian tail falls faster than \(e^{E/kT}\) and avoids this. For \(kT_0=0.05\) eV at 300 K, with \(E_F\) lying \(30kT\) below the tail edge, direct integration gives \(\eta=1.934\), equal to \(T_0/T\) at this precision.

## (f) How does the density fall away from a contact?

*A metal at \(x=0\) holds \(E_0-E_F=\Delta\). The film fills \(x>0\), is in equilibrium, and has no fixed charge. Find the profile and its distant form.*

**Solution.** With permittivity \(\varepsilon\) and charge density \(-qn\), Poisson's equation is \(\varphi''=qn/\varepsilon\). Since \(\xi=(E_F-E_0)/kT\) and \(E_0=\text{const}-q\varphi\),

\[
\xi''=\frac{q\varphi''}{kT}=\frac p{\lambda^2},\qquad
\lambda^2=\frac{\varepsilon kT}{q^2N}.
\]

Multiply by \(\xi'\) and integrate from infinity, where field and density vanish:

\[
\frac{\xi'^2}{2}=\frac{P(\xi)}{\lambda^2},\qquad
P=\int_{-\infty}^{\xi}p\,d\xi_1=\int G(u)\ln(1+e^{\xi-u})\,du .
\]

The density falls away from the contact, so the negative root applies:

\[
\xi'=-\frac{\sqrt{2P}}\lambda,\qquad
x=\lambda\int_{\xi}^{-\Delta/kT}\frac{d\xi_1}{\sqrt{2P(\xi_1)}} .
\]

The field is \(F=-(kT/q)\xi'>0\). It pushes electrons back towards the metal, balancing outward diffusion.

Using \(dp/d\xi=p/\eta\), the profile also obeys

\[
\frac{d}{dx}p^{-1/2}=-\frac{p^{-3/2}}2\,\frac p\eta\,\xi'
=\frac1{\sqrt2\,\lambda}\,\frac{\sqrt{P/p}}{\eta}.
\]

Far away \(\eta\to1\) and \(P/p\to1\), so \(p^{-1/2}\) grows linearly and

\[
n\to\frac{2\varepsilon kT}{q^2x^2}.
\]

The distant density depends neither on \(\Delta\) nor on \(\sigma\) to leading order. Its slow algebraic fall makes the approach of \(D/\mu\) to \(kT/q\) slow as well.

## (g) What are the values at an injecting contact?

*Take \(T=300\) K, \(\sigma=0.10\) eV, \(N=10^{21}\ \mathrm{cm^{-3}}\), relative permittivity 3 and \(\Delta=0.30\) eV.*

**Solution.** The thermal voltage is 25.85 mV, so \(s=0.10/0.02585=3.87\) and, at the contact, \(\xi=-0.30/0.02585=-11.6\). The length \(\lambda\) is 0.0655 nm. Evaluating the integrals gives:

| \(x\) (nm) | \(n\) (cm⁻³) | \(\eta\) | \(D/\mu\) (mV) |
|---:|---:|---:|---:|
| 0 | \(3.5\times10^{18}\) | 1.468 | 37.9 |
| 1 | \(1.5\times10^{18}\) | 1.370 | 35.4 |
| 10 | \(8.0\times10^{16}\) | 1.160 | 30.0 |
| 100 | \(9.1\times10^{14}\) | 1.034 | 26.7 |
| 1000 | \(8.7\times10^{12}\) | 1.003 | 25.9 |

At the contact, \(1.468\times25.85\ \mathrm{mV}=37.9\) mV, or 0.0379 V. The mean electron energy lies 0.264 eV below the centre there, compared with 0.386 eV at 1000 nm. The limiting Boltzmann depth is \(\sigma^2/kT=0.387\) eV.

The crossover of part (d) lies at \(n_\times=2.8\times10^{17}\ \mathrm{cm^{-3}}\), where \(K=0.0938\) and \(\eta=1/(1-0.1876)=1.231\). Only 0.35% of the sites are filled at the contact, yet this is above the crossover: what matters is the filling of the low-energy sites. Reaching \(\eta=2\) takes \(4.0\times10^{19}\ \mathrm{cm^{-3}}\), and \(\eta\) falls to 1.01 only at \(6.4\times10^{13}\ \mathrm{cm^{-3}}\).

The linear law is of no use at these densities. It is already more than a factor of two too high at \(n\simeq Ne^{-3s^2/2}=1.8\times10^{11}\ \mathrm{cm^{-3}}\). The density \(Ne^{-2s^2}=1.0\times10^8\ \mathrm{cm^{-3}}\), labelled as the limit of the linear law in the numerical output, is only the scale of the sufficient condition; the law is about 6% too high there. At \(6.4\times10^{13}\ \mathrm{cm^{-3}}\) it would give \(\eta-1\approx0.2\) instead of 0.01.

At 1000 nm the density is 1.0175 times the asymptotic value in part (f). The sign has a reason. Since \(dP=p\,d\xi=\eta\,dp\) and \(\eta\) rises with \(p\), we have \(P\le\eta p\), so \(\sqrt{P/p}/\eta\le\eta^{-1/2}<1\). The quantity \(p^{-1/2}\) therefore grows more slowly than its asymptotic rate. Its nonzero starting value at the contact acts the other way, but here the slower growth wins.

Now hold the contact density and \(\sigma\) fixed and change the temperature. At 250 K, \(\eta=1.687\) and \(D/\mu=36.4\) mV; at 350 K they are 1.324 and 39.9 mV. Cooling strengthens the statistical enhancement, which partly offsets the smaller thermal voltage.

## (h) How far can these values be trusted?

*Estimate the image attraction, the potential drop across one site spacing, and the correlation between electrons.*

**Solution.** An electron at distance \(x\) from the metal is attracted by its image at distance \(2x\). Integrating the force \(q^2/[4\pi\varepsilon(2x)^2]\) from \(x\) to infinity gives an energy lowering \(q^2/(16\pi\varepsilon x)\). This is 0.12 eV at 1 nm and equals \(kT\) at 4.6 nm, so the density profile is unreliable near the metal. The effect also reaches much further, because the extra charge bound near the metal changes the space-charge field. Adding the unscreened image energy to the site energy in Poisson's equation, capped at 0.5 or 1 nm, lowers the density to about 0.4 to 0.6 of the tabulated value at 10 nm and to about 0.8 to 0.9 of it at 100 nm; the relative change decays only as \(\ln x/x\). The ratio \(\eta\) moves less, to 1.12–1.14 at 10 nm.

The contact field is 0.385 MV/cm. If it stayed constant across a site spacing \(N^{-1/3}=1\) nm, the drop would be 38.5 mV. The field weakens over this distance, and the drop in the calculated profile is 30.6 mV, still larger than \(kT/q\). A local, slowly varying density is therefore a poor approximation in the first layers.

Correlation between electrons is a further omission, and it acts directly on \(D/\mu\). Let \(a=(3/4\pi n)^{1/3}\) and \(\Gamma=q^2/(4\pi\varepsilon akT)\). As a rough scale, consider mobile electrons in a uniform neutralizing background, without disorder:

- For strong coupling, place each electron at the centre of a neutralizing sphere of radius \(a\). In units of \(\Gamma kT\), the electron–background energy is \(-3/2\) and the background self-energy is \(3/5\), a total of \(-0.9\). The energy density varies as \(n^{4/3}\), so the chemical potential is \(-1.2\,\Gamma kT\). It varies as \(n^{1/3}\), hence \(n\,d\mu_{\rm corr}/dn=-0.4\,\Gamma kT\).
- For weak coupling, Debye–Hückel theory gives \(\mu_{\rm corr}=-q^2\kappa/(8\pi\varepsilon)\) with \(\kappa^2=q^2n/(\varepsilon kT)\). Since \(\kappa\propto n^{1/2}\) and \(\kappa a=\sqrt{3\Gamma}\), \(n\,d\mu_{\rm corr}/dn=-(\sqrt3/4)\Gamma^{3/2}kT\).

By part (a), dividing by \(q\) gives a shift of \(D/\mu\), and both estimates are negative. Taking the smaller magnitude gives 47 mV at the contact (\(\Gamma=4.5\)), 13 mV at 10 nm and 1.8 mV at 100 nm. Both limiting forms overstate the shift at intermediate coupling; a fitted equation of state of the one-component plasma gives about 40, 9.5 and 1.4 mV. The mean-field rises above \(kT/q\) at these places are 12.1, 4.1 and 0.9 mV. The estimated shift is larger each time, so the calculated enhancement belongs to the mean-field model and is not a device prediction. Disorder and screening by the metal alter the correlation estimate, which is too crude to be used as a correction: at the contact it exceeds the whole mean-field \(D/\mu\), and at 10 nm the radius \(a\approx14\) nm is larger than the distance to the metal. The Debye–Hückel shift does vanish as \(n\to0\), so at this level it leaves the dilute limit intact.

The parameters are meant to resemble an amorphous electron-transport layer in an organic light-emitting diode. A disorder width near 0.1 eV and a relative permittivity near 3 are roughly typical; the site density, one per cubic nanometre, is of the order of the density of molecules. Such layers are often tens of nanometres thick, so the rows beyond 100 nm illustrate the limit and not a usual device. A real layer also has a second electrode and may contain traps. If an exponential tail with \(kT_0=0.05\) eV controlled the dilute population, \(D/\mu\) would tend to 50 mV at 300 K instead of 25.9 mV. The return to the thermal voltage thus depends on the deep tail of the site energies, even when the main distribution looks Gaussian. Further values are in the numerical output below.

## Calculated quantities

```
Temperature: 300 K; thermal voltage kT/q: 25.852 mV
DOS width sigma: 0.10 eV; s = sigma/kT: 3.868
Site density: 1.0e+21 cm^-3; rel. permittivity: 3.0
DOS centre above Fermi level at contact: 0.30 eV
Length lambda: 0.0655 nm
Hopping chain, s = 2: filling, measured eta, predicted eta
  0.0677  1.4342  1.4344
  0.5000  3.3019  3.3020
Crossover depth sigma^2/kT: 0.3868 eV
Crossover density: 2.817e+17 cm^-3
Crossover K: 0.0938; eta: 1.2309
Density N*exp(-2s^2), limit of linear law: 1.01e+08 cm^-3
Density at which eta reaches a set value:
  eta = 1.01: 6.360e+13 cm^-3
  eta = 1.10: 1.761e+16 cm^-3
  eta = 1.50: 4.403e+18 cm^-3
  eta = 2.00: 3.994e+19 cm^-3
  eta = 3.00: 1.921e+20 cm^-3
Exponential tail 0.05 eV: dilute eta 1.9341, T0/T 1.9341
x (nm), E0-EF (eV), n (cm^-3), eta, D/mu (mV), E0-<E> (eV)
     0  0.3000  3.484e+18  1.4676  37.94  0.2636
     1  0.3306  1.510e+18  1.3696  35.41  0.2824
     3  0.3673  5.150e+17  1.2737  32.93  0.3037
    10  0.4256  8.026e+16  1.1603  30.00  0.3334
    30  0.4854  1.015e+16  1.0833  28.01  0.3571
   100  0.5511  9.135e+14  1.0340  26.73  0.3741
   300  0.6098  9.898e+13  1.0125  26.18  0.3820
  1000  0.6730  8.722e+12  1.0033  25.94  0.3855
n*x^2*q^2/(2*eps*kT) at 1000 nm: 1.0175
Same contact density at other temperatures: T (K), eta, D/mu (mV)
  250  1.6874  36.35
  350  1.3236  39.92
Neglected effects:
  Image energy at 1 nm: 0.1200 eV
  Distance where image energy = kT: 4.64 nm
  Field at contact: 0.3851 MV/cm
  Site spacing: 1.00 nm; drop over it: 38.51 mV
  Correlation: x (nm), coupling Gamma, size of D/mu shift (mV)
      0  4.537  46.92
     10  1.291  13.35
    100  0.290  1.75
```
